\section*{Atomic-Orbital Account of the Bright Dichalcogenide Exciton g-Factor and Its Limits}

\section{The atomic count}

\textbf{Q:} In a perpendicular field the bright exciton line of my transition-metal dichalcogenide monolayer splits between the two circular polarizations, and the g-factor comes out near $-4$. What is being measured, and where could such a number come from?

\textbf{A:} First the conventions. In atomic units the electron has charge $-1$ and $\mu_B=1/2$. The field $B$ points along $+z$, and $\sigma^+$ light carries angular momentum $+1$ about $+z$. Define
\begin{equation}
g_X=\frac{E(\sigma^+)-E(\sigma^-)}{\mu_B B}.
\end{equation}
The kinetic energy is $(\mathbf p+\mathbf A)^2/2$. With $\mathbf A=\tfrac B2(-y,x,0)$ its linear term is $\mathbf A\cdot\mathbf p=\tfrac B2(xp_y-yp_x)=\mu_B B L_z$. Adding spin, a band edge $n$ shifts by
\begin{equation}
\delta E_n=\mu_B B\,(L_n+g_s s_n),\qquad s_n=\pm\tfrac12 .
\label{shift}
\end{equation}
A positive moment $L_n$ therefore raises the energy.

Near the band edges at the corners of the Brillouin zone, the simplest model keeps three metal $d$ orbitals. Their angular parts are a constant for $d_{z^2}$, $\cos2\varphi$ for $d_{x^2-y^2}$ and $\sin2\varphi$ for $d_{xy}$. Since $L_z=-i\partial_\varphi$, the states of definite $m$ are
\begin{equation}
|0\rangle=|z^2\rangle,\qquad |{\pm2}\rangle=\frac{|x^2-y^2\rangle\pm i|xy\rangle}{\sqrt2}\propto e^{\pm2i\varphi}.
\end{equation}
If the conduction edge $c$ is $|0\rangle$ and the valence edge $v$ in one valley is $|{+2}\rangle$, the atomic moments are 0 and 2. I call that valley $K$.

\textbf{Q:} Why should the edges be pure orbitals?

\textbf{A:} Threefold symmetry does it within this basis. Put the metal atoms on a triangular lattice with constant $a$ and nearest-neighbour hopping. In the order $(z^2,xy,x^2-y^2)$ the hopping along $\mathbf R_1=a\hat{\mathbf x}$ is
\begin{equation}
T=\begin{pmatrix}t_0&t_1&t_2\\-t_1&t_{11}&t_{12}\\t_2&-t_{12}&t_{22}\end{pmatrix}.
\end{equation}
Rotations by $\theta_j=0,\,2\pi/3,\,4\pi/3$ give three neighbours $\mathbf R_j$. The opposite three carry the Hermitian conjugates. Rotating a state of number $m$ multiplies it by $e^{-im\theta}$, so
\begin{equation}
\langle m|T_j|m'\rangle=e^{-i(m-m')\theta_j}\langle m|T|m'\rangle .
\label{rot}
\end{equation}
At $K=(4\pi/3a,0)$ all three factors $e^{iK\cdot\mathbf R_j}$ equal $\omega^*$, with $\omega=e^{2\pi i/3}$. An element between different $m$ contains $\sum_je^{-i(m-m')\theta_j}$, which vanishes unless $m-m'$ is a multiple of 3. The differences among $-2,0,2$ are $\pm2$ and $\pm4$, so the orbitals do not mix at $K$.

The diagonal elements are $\langle0|T|0\rangle=t_0$ and
\begin{equation}
\langle\pm2|T|{\pm2}\rangle=\tfrac12(t_{11}+t_{22})\mp it_{12}.
\end{equation}
Each contributes $3(\omega^*D+\omega D^*)=6\,\mathrm{Re}(\omega^*D)$, where $D$ is the element and $\omega^*=-\tfrac12-\tfrac{i\sqrt3}2$. With on-site energies $e_1$ for $|0\rangle$ and $e_2$ for $|{\pm2}\rangle$, and spin-orbit energy $\lambda L_zs_z=\pm\lambda$ for $m=\pm2$ and spin up,
\begin{align}
E_c&=e_1-3t_0,\\
E_v&=e_2-\tfrac32(t_{11}+t_{22})-3\sqrt3\,t_{12}+\lambda,\\
E_h&=e_2-\tfrac32(t_{11}+t_{22})+3\sqrt3\,t_{12}-\lambda .
\end{align}
For $t_{12}>0$ and large enough, $m=+2$ is the valence edge and $m=-2$ is a higher band $h$. Reversing the signs of $t_1$ and $t_{12}$ together would exchange the names of the valleys. Reversing $t_{12}$ alone would also change the couplings between the bands.

\textbf{Q:} A photon changes angular momentum by one unit, but these orbitals differ by two. Which polarization does $K$ absorb?

\textbf{A:} The lattice conserves angular momentum modulo 3, and $m_c-m_v=-2$ is equivalent to $+1$. The velocity operator $\mathbf v=\partial H/\partial\mathbf k$ shows this explicitly. Let $v_\pm=v_x\pm iv_y$. Since $R_{jx}\pm iR_{jy}=ae^{\pm i\theta_j}$, differentiating the phases and using (\ref{rot}) gives
\begin{equation}
\langle m|v_\pm|m'\rangle=ia\left(\omega^*\langle m|T|m'\rangle-\omega\langle m|T^\dagger|m'\rangle\right)\sum_je^{i\theta_j[\pm1-(m-m')]} .
\label{vel}
\end{equation}
The sum is 3 if $m-m'\equiv\pm1$ modulo 3 and zero otherwise. The absorbing part of a $\sigma^+$ field is proportional to $(\hat{\mathbf x}+i\hat{\mathbf y})e^{-i\Omega t}$ and acts through $v_+$. Hence $K$ absorbs $\sigma^+$, and by time reversal $-K$ absorbs $\sigma^-$.

\section{The spin}

\textbf{Q:} The electron has a spin g-factor of about 2. Why doesn't it appear?

\textbf{A:} The optical operator acts on the orbital part, so the bright transition joins edges with the same spin, provided spin is a good label. Spin-orbit coupling is $L_zs_z+\tfrac12(L_+s_-+L_-s_+)$ times a constant. The operators $L_\pm$ change $m$ by one, so they have no elements within the mirror-even set $\{-2,0,2\}$. Spin is therefore conserved in this model.

The transition energy at $K$ is the band-edge difference minus a binding energy, which is the same in both valleys at zero field. A part of the binding energy linear in $B$, with opposite signs in the two valleys, is allowed by symmetry but neglected here. From (\ref{shift}) its linear shift is
\begin{equation}
\delta E(\sigma^+)=\mu_BB\,[L_c-L_v+g_s(s_c-s_v)].
\end{equation}
Time reversal maps $K$ to $-K$ and reverses every orbital and spin moment, so $\delta E(\sigma^-)=-\delta E(\sigma^+)$. Shifts even in $B$ are equal in both valleys and drop out. With $s_c=s_v$,
\begin{equation}
g_X=2(L_c-L_v),
\label{gx}
\end{equation}
and the atomic moments give $g_X=2(0-2)=-4$, whatever the value of $g_s$. The sign is negative because the valence edge rises by more than the conduction edge in the valley that absorbs $\sigma^+$.

For contrast, take the spin-flip transition from the upper valence edge, which has spin up at $K$, to the spin-down conduction edge. With $g$ defined as the $K$ minus $-K$ energy difference,
\begin{equation}
g_{\rm flip}=2\left[\left(0-\tfrac{g_s}2\right)-\left(2+\tfrac{g_s}2\right)\right]=-4-2g_s .
\end{equation}
This is $-8.005$ for $g_s=2.00232$, counting only atomic and spin moments. The motion between cells, treated below, also changes this value. Diagonalizing all six spin-orbital states at $\pm K$ with the atomic Zeeman terms reproduces both $-4$ and this value.

\section{Motion between cells}

\textbf{Q:} A Bloch electron also circulates from atom to atom. Has that moment been left out?

\textbf{A:} Yes, and it isn't small. To find it, replace the momentum measured from $K$ by $\boldsymbol\pi=-i\nabla+\mathbf A$, whose components obey
\begin{equation}
[\pi_x,\pi_y]=-i(\partial_xA_y-\partial_yA_x)=-iB .
\label{comm}
\end{equation}
Edge $n$ is coupled to every other band $m$ by $\boldsymbol\pi\cdot\mathbf v^{nm}$. It has no linear term of its own, because (\ref{vel}) vanishes for $m=m'$. Second-order perturbation theory, keeping the order of the operators, gives
\begin{equation}
\delta H_n=\sum_{i,j}\pi_i\pi_j\sum_{m\ne n}\frac{v_i^{nm}v_j^{mn}}{E_n-E_m}.
\end{equation}
Let $S$ be the inner sum for $i=x$, $j=y$. Hermiticity makes the sum for $i=y$, $j=x$ equal to $S^*$. The mixed terms are then
\begin{equation}
S\pi_x\pi_y+S^*\pi_y\pi_x=\mathrm{Re}S\,(\pi_x\pi_y+\pi_y\pi_x)+i\,\mathrm{Im}S\,[\pi_x,\pi_y].
\end{equation}
By (\ref{comm}) the last term is $B\,\mathrm{Im}S=\mu_BB\,(2\,\mathrm{Im}S)$. The symmetric terms, together with the band's own second derivative, form the effective mass. The intercellular moment is thus
\begin{equation}
L_n^{\rm inter}=2\,\mathrm{Im}\sum_{m\neq n}\frac{v_x^{nm}v_y^{mn}}{E_n-E_m}.
\label{inter}
\end{equation}

The helicities make its sign visible. Expanding the squares,
\begin{equation}
|v_\pm^{mn}|^2=|v_x^{mn}|^2+|v_y^{mn}|^2\mp2\,\mathrm{Im}(v_x^{nm}v_y^{mn}).
\end{equation}
The difference of the two is $-4\,\mathrm{Im}(v_x^{nm}v_y^{mn})$, so
\begin{equation}
L_n^{\rm inter}=\sum_{m\ne n}\frac{|v_+^{mn}|^2-|v_-^{mn}|^2}{2(E_m-E_n)}.
\label{hel}
\end{equation}
The total is $L_n=m_n+L_n^{\rm inter}$, with $m_n$ the atomic angular momentum. This simple sum assumes no dipole elements between orbitals on neighbouring atoms. On one atom, parity forbids them between $d$ orbitals.

\textbf{Q:} Then why doesn't the intercellular part ruin the atomic answer?

\textbf{A:} Its largest piece here is common to both edges. Let $P_{cv}=|v_+^{cv}|$ and $\Delta_{cv}=E_c-E_v$. The valence edge reaches $c$, above it, through $v_+$, which contributes $P_{cv}^2/2\Delta_{cv}$ to $L_v$. The conduction edge reaches $v$, below it, through $v_-$, because $v_-^{vc}=(v_+^{cv})^*$. In (\ref{hel}) both the numerator and the denominator change sign:
\begin{equation}
\frac{0-P_{cv}^2}{2(E_v-E_c)}=+\frac{P_{cv}^2}{2\Delta_{cv}} .
\end{equation}
The same number enters $L_c$ and $L_v$ and leaves (\ref{gx}) unchanged.

\textbf{Q:} And the third band?

\textbf{A:} It spoils the cancellation. From $c$, the band $h$ has $m_h-m_c=-2\equiv+1$ and is reached through $v_+$. From $v$, it has $m_h-m_v=-4\equiv-1$ and is reached through $v_-$. Therefore
\begin{align}
L_c&=\frac{P_{cv}^2}{2\Delta_{cv}}+\frac{P_{hc}^2}{2\Delta_{hc}},\\
L_v&=2+\frac{P_{cv}^2}{2\Delta_{cv}}-\frac{P_{hv}^2}{2\Delta_{hv}},\\
g_X&=-4+\frac{P_{hc}^2}{\Delta_{hc}}+\frac{P_{hv}^2}{\Delta_{hv}} .
\label{full}
\end{align}
The couplings follow from (\ref{vel}). The hopping elements needed are
\begin{align}
\langle0|T|2\rangle&=\frac{t_2+it_1}{\sqrt2}, & \langle0|T^\dagger|2\rangle&=\frac{t_2-it_1}{\sqrt2},\\
\langle-2|T|0\rangle&=\frac{t_2-it_1}{\sqrt2}, & \langle-2|T^\dagger|0\rangle&=\frac{t_2+it_1}{\sqrt2},
\end{align}
and $\langle-2|T|2\rangle=\langle-2|T^\dagger|2\rangle=\tfrac12(t_{22}-t_{11})$. Using $\omega^*-\omega=-i\sqrt3$ and $\omega^*+\omega=-1$,
\begin{align}
P_{cv}&=3a\left|\frac{-i\sqrt3t_2-it_1}{\sqrt2}\right|=\frac{3a}{\sqrt2}\,|\sqrt3t_2+t_1|,\\
P_{hc}&=3a\left|\frac{-i\sqrt3t_2+it_1}{\sqrt2}\right|=\frac{3a}{\sqrt2}\,|\sqrt3t_2-t_1|,\\
P_{hv}&=3a\left|\frac{-i\sqrt3}{2}(t_{22}-t_{11})\right|=\frac{3\sqrt3a}{2}\,|t_{11}-t_{22}| .
\end{align}

\section{Numbers}

\textbf{Q:} How large are these terms?

\textbf{A:} Take round model parameters that stand for no particular material: $a=3.2$ angstrom and, in eV, $e_1=1.0$, $e_2=2.0$, $t_0=-0.2$, $t_1=0.4$, $t_2=0.5$, $t_{11}=0.2$, $t_{12}=0.3$, $t_{22}=0.1$, $\lambda=0.1$. The edges are
\begin{align}
E_c&=1.0+0.6=1.600\ \text{eV},\\
E_v&=2.0-0.45-1.559+0.1=0.091\ \text{eV},\\
E_h&=2.0-0.45+1.559-0.1=3.009\ \text{eV}.
\end{align}
The couplings are $P_{cv}=8.594$, $P_{hc}=3.164$ and $P_{hv}=0.831$ eV angstrom. In these units each ratio $P^2/\Delta$ must be divided by $\hbar^2/m_e=7.620$ eV angstrom$^2$ to become a pure number. The common moment is
\begin{equation}
\frac{8.594^2}{2\times1.509\times7.620}=3.21 .
\end{equation}
The band $h$ adds $3.164^2/(2\times1.409\times7.620)=0.47$ to $L_c$ and takes $0.831^2/(2\times2.918\times7.620)=0.02$ from $L_v$. Hence $L_c=3.68$, $L_v=2+3.20=5.20$, and
\begin{equation}
g_X=2(3.678-5.196)=-3.04 .
\end{equation}
At 10 T the valley splitting is $-0.0018$ eV, against $-0.0023$ eV from the atomic count.

The neglected moments exceed the atomic moment of 2, yet $g_X$ changes by less than 1. The atomic count works here as a difference. It gives zero for the conduction edge alone, where the model has 3.68.

\textbf{Q:} The moment formula came from perturbation theory. Is there a check that doesn't use it?

\textbf{A:} Put the field directly on the lattice by multiplying the element $T_j$ between a site and its neighbour at $\mathbf R_j$ by $\exp(i\int\mathbf A\cdot d\mathbf l)$, integrated from the site to the neighbour (the lattice form of $\mathbf k\to\mathbf k+\mathbf A$), and diagonalize. The Landau level nearest an edge in valley $K$ behaves as
\begin{equation}
E_n(B)=E_n\pm\tfrac12\omega_c+\mu_BB\,L_n+O(B^2),
\end{equation}
with the upper sign for conduction, the lower for valence, and $\omega_c$ proportional to $|B|$. Reversing the field removes the cyclotron term:
\begin{equation}
L_n=\lim_{B\to0}\frac{E_n(B)-E_n(-B)}{2\mu_BB}.
\end{equation}
With the atomic Zeeman term included, extrapolation to zero field gives $L_c=3.68$, $L_v=5.19$ and $g_X=-3.03$. This tests both the size of the intercellular moment and its sign relative to the atomic one.

A second test raises the $m=-2$ orbital by 1000 eV, leaving $c$ and $v$ coupled almost solely to each other. The levels then give $L_c=3.21$, $L_v=5.21$ and $g_X=-3.99$. The common moment survives in each band while $g_X$ returns to the atomic value. By (\ref{full}) the distant band still contributes about 0.001. The zero-field limit is therefore $-3.999$, and the rest of the deviation of 0.01 from $-4$ is the error of extrapolating from finite fields.

\section{Where the atomic count fails}

\textbf{Q:} Does symmetry hold $g_X$ near $-4$?

\textbf{A:} No. Changing $t_1$ leaves the atomic moments and the edge energies alone but changes the couplings. For $t_1=0.2$, 0.4 and 0.6 eV the model gives $g_X=-2.06$, $-3.04$ and $-3.67$. The trend follows $P_{hc}$, which vanishes at $t_1=\sqrt3t_2=0.87$ eV. There the term from $P_{hv}$ remains, and $g_X=-4+0.03=-3.97$.

In this basis both corrections in (\ref{full}) are positive. A band outside it can act either way. By (\ref{hel}), a band above $c$ raises $L_c$ if reached through $v_+$ and lowers it if reached through $v_-$; for a band below $c$ the signs are reversed. The same rule holds for $L_v$, which enters $g_X$ with a minus sign. The three-orbital model therefore shows how the atomic count gives $-4$, but with the parameters above its own result is $-3.04$. It can't predict how far a given material lies from $-4$, and it doesn't show that the atomic count is the reason real monolayers lie near that value. If the atomic moments are 0 and 2 and the part of the binding energy linear in $B$ is negligible, a measured value near $-4$ says that the net uncommon part is small, not that each intercellular moment is.

\textbf{Q:} Is there a transition for which ignoring these moments would mislead me badly?

\textbf{A:} Consider a transition from the upper valence edge at $K$ to the conduction edge at $-K$ that is the time-reversed partner of the spin-up edge at $K$. Its orbital moment is $-L_c$, so the common parts add instead of cancelling. Comparing this transition with its own time-reversed partner, the orbital part of the g-factor is
\begin{equation}
2(-L_c-L_v)=2(-3.678-5.196)=-17.7,
\end{equation}
whereas the atomic moments give $2(0-2)=-4$. The electron at $-K$ has spin down, so the spin part is $-2g_s$ in both counts. The same caution applies to an electron and hole in different layers, whose edges need not share one strong mutual coupling.

\textbf{Q:} What else should I keep in mind when comparing with a real exciton?

\textbf{A:} I evaluated the moments at $K$ itself, but an exciton of radius $b$ samples momenta up to about $1/b$ around it. Keeping only the $c$--$v$ coupling, the off-diagonal element has size $P_{cv}k/2$ at distance $k$ from $K$, and the separation of the bands is
\begin{equation}
\sqrt{\Delta_{cv}^2+P_{cv}^2k^2}.
\end{equation}
The edge states are little changed if $P_{cv}k\ll\Delta_{cv}$. This requires $b\gg P_{cv}/\Delta_{cv}=8.594/1.509=5.7$ angstrom. For a more compact exciton the moments must be averaged over its envelope. Monolayer excitons have radii of order 10 to 20 angstrom, only about two to four times this length, so the condition is met marginally and the value at $K$ is only a first estimate.

The chalcogen $p$ orbitals are also missing. They mix into both edges, so the atomic moments need no longer be the integers 0 and 2, and they bring further bands into (\ref{hel}). Any field dependence of the electron--hole exchange is left out as well. A quantitative value needs these ingredients together.

\section*{Values computed for the example and the checks}
\begin{verbatim}
INPUTS
lattice constant a = 3.2 angstrom
e1 = 1.0 eV
e2 = 2.0 eV
t0 = -0.2 eV
t1 = 0.4 eV
t2 = 0.5 eV
t11 = 0.2 eV
t12 = 0.3 eV
t22 = 0.1 eV
lam = 0.1 eV
hbar^2/m_e = 7.6200 eV angstrom^2
electron spin g-factor = 2.00232
BAND EDGES AT K, SPIN UP
valence v: E = 0.0912 eV, atomic m = +2.000
conduction c: E = 1.6000 eV, atomic m = -0.000
higher h: E = 3.0088 eV, atomic m = -2.000
gap c-v = 1.5088 eV
gap h-c = 1.4088 eV
gap h-v = 2.9177 eV
P_cv = 8.5941 eV angstrom
P_hc = 3.1635 eV angstrom
P_hv = 0.8314 eV angstrom
ATOMIC COUNT (dimensionless)
g bright = -4.0000
g spin-flip = -8.0046
INTERCELLULAR MOMENTS (dimensionless)
common c-v pair part = 3.2120
L_inter conduction = 3.6781
L_inter valence = 3.1964
L_total conduction = 3.6781
L_total valence = 5.1964
g correction from h-c = 0.9322
g correction from h-v = 0.0311
g bright, full three-band model = -3.0367
LANDAU-LEVEL CHECK (dimensionless)
L_total conduction = 3.677, valence = 5.194
g bright = -3.033
CONTROL, h lifted by 1000 eV (dimensionless)
L_total conduction = 3.212, valence = 5.208
g bright = -3.991
SCAN OVER t1 (moments and g dimensionless)
t1 = 0.2 eV: L_inter c = 3.229, v = 2.262, g = -2.065
t1 = 0.4 eV: L_inter c = 3.678, v = 3.196, g = -3.037
t1 = 0.6 eV: L_inter c = 4.459, v = 4.291, g = -3.665
VALLEY SPLITTING E(sigma+)-E(sigma-) AT 10 T
atomic count: -0.002315 eV
full three-band model: -0.001758 eV
\end{verbatim}
